# Bardeen's Tunnelling Matrix Element as a Surface Current Through an Oxide, part 2

An electron tunnels between two metal films through an oxide. The task is to evaluate the transfer matrix element $M$ between a state of the left film and a state of the right film for a rectangular barrier.

The $z$ axis is normal to the films. The left film fills $-a_L<z<0$, the right film fills $d<z<d+a_R$, and oxide fills the rest of space. The potential $V(z)$ is zero in the metal and $U$ in the oxide, and the mass $m(z)$ is $m_e$ in the metal and $m_{ox}$ in the oxide. The wave equation is $H\psi=E\psi$ with
$$H=-\nabla\cdot\frac{\hbar^2}{2m(z)}\nabla+V(z),\tag{1}$$
and $\psi$ and $(1/m)\,\partial_z\psi$ are continuous. In the plane of the films, with position $\mathbf r_\parallel$ and wavevector $\mathbf k_\parallel$, boundary conditions are periodic on an area $A$. The factor $x=e^{-\kappa d}$ is small, where $\kappa$ is the decay constant in the oxide. Assumption (A1) is that one electron moves elastically and coherently, and the interfaces are flat.

The normalized bound states $\psi_L$ and $\psi_R$, with energies $E_L$ and $E_R$, each belong to one film, with the other replaced by oxide. At resonance, $E_L=E_R=E$,
$$M=\frac{\hbar^2}{2m_{ox}}\int_{z_0}dS\left(\psi_R^*\partial_z\psi_L-\psi_L\partial_z\psi_R^*\right)\tag{7}$$
at any plane $z=z_0$ in the oxide.

Lemma 2, derived with the electron's state restricted to the span of these film states, says to leading order in $x$:

*(a)* Two equal films with a common level $E_0$ have the energies $E_0\pm|M|$.

*(b)* If the right electrode has a dense set of levels with density $\rho_R$ per unit energy, the left state decays at the rate $\Gamma/\hbar$, with
$$\Gamma=2\pi|M|^2\rho_R .\tag{6}$$

Likewise $\rho_L$ is the level density of the left film. $E_F$ is the Fermi energy, $e$ the elementary charge and $h=2\pi\hbar$.

In the closing table, the detuned test films have $E_L\neq E_R$. There "energy form $M$" is $\langle\psi_R|H-E_L|\psi_L\rangle$, integrated directly with first derivatives alone. The "surface term" is the right side of (7), which off resonance depends on the plane and differs from $M$.

### Lemma 3: the states of one film

Write $\psi=A^{-1/2}e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\chi(z)$. The wave equation then gives
$$k^2=\frac{2m_eE}{\hbar^2}-k_\parallel^2,\qquad \kappa^2=\frac{2m_{ox}(U-E)}{\hbar^2}+k_\parallel^2\tag{8}$$
for the wavenumber $k$ in the metal and the decay constant $\kappa$ in the oxide. Define
$$v_k=\frac{\hbar k}{m_e},\qquad v_\kappa=\frac{\hbar\kappa}{m_{ox}},\qquad r=\frac{v_k}{v_\kappa},\qquad s=\frac{v_k^2}{v_k^2+v_\kappa^2}.$$

*A film of thickness $a$ has its levels at*
$$ka+2\arctan r=n\pi,\qquad n=1,2,\dots\tag{9}$$
*The normalized $\chi$ has the squared value $2s/\Lambda$ at each film edge, with*
$$\Lambda=a+2s\left(\frac{v_\kappa}{k\,v_k}+\frac1\kappa\right).\tag{10}$$
*At fixed $k_\parallel$ and spin, the density of levels is $\rho=\Lambda/(\pi\hbar v_k)$.*

*Proof.* Place the film at $-a<z<0$ and write $\chi=N\cos(k(z+a)-\eta)$ inside. To the left $\chi$ grows as $e^{\kappa z}$, so $\hbar\chi'/(m\chi)=v_\kappa$ at $z=-a$. This requires $v_k\tan\eta=v_\kappa$, or $\eta=\pi/2-\arctan r$. At $z=0$ the wave decays to the right, so $-v_k\tan(ka-\eta)=-v_\kappa$, and $ka-\eta=\pi/2-\arctan r+j\pi$ with integer $j$. Inserting $\eta$ gives (9) with $n=j+1$.

At both edges the tangent of the phase has magnitude $v_\kappa/v_k$, so $\cos^2=1/(1+v_\kappa^2/v_k^2)=s$. The norm inside is
$$N^2\int_{-a}^0\cos^2(k(z+a)-\eta)\,dz=N^2\left[\frac a2+\frac{\sin2(ka-\eta)+\sin2\eta}{4k}\right].$$
Each sine equals $2\tan/(1+\tan^2)=2s\,v_\kappa/v_k$, so the bracket is $a/2+s\,v_\kappa/(k v_k)$. The two tails add $2\times s/(2\kappa)=s/\kappa$. The total is $N^2\Lambda/2=1$, hence $N^2=2/\Lambda$, and the squared edge value is $2s/\Lambda$.

For the density, differentiate (9) at fixed $k_\parallel$. From (8), $dE=\hbar v_k\,dk$ and $\kappa\,d\kappa=-(m_{ox}/\hbar^2)\,dE$, so $d\kappa/dk=-v_k/v_\kappa=-r$. Since $r\propto k/\kappa$,
$$\frac{dr}{dk}=r\left(\frac1k+\frac r\kappa\right),\qquad \frac{2}{1+r^2}\frac{dr}{dk}=\frac{2r^2}{1+r^2}\left(\frac1{rk}+\frac1\kappa\right)=2s\left(\frac{v_\kappa}{k v_k}+\frac1\kappa\right).$$
The left side of (9) therefore has the derivative $\Lambda$ with respect to $k$, and $\rho=dn/dE=\Lambda/(\pi\hbar v_k)$. $\square$

The same length $\Lambda$ governs the normalization and the level density. This is why the film thickness will cancel from the transmission.

### Theorem 2: the matrix element

*At resonance, $M$ vanishes unless the two states have the same $\mathbf k_\parallel$, and then*
$$|M|=\frac{2\hbar v_\kappa\,s\,e^{-\kappa d}}{\sqrt{\Lambda_L\Lambda_R}} .\tag{11}$$

*Proof.* The integral of the in-plane waves over $A$ is one for equal $\mathbf k_\parallel$ and zero otherwise. In the oxide choose positive edge values, $\chi_L=C_Le^{-\kappa z}$ and $\chi_R=C_Re^{-\kappa(d-z)}$, with $C^2=2s/\Lambda$. Then
$$\chi_R\chi_L'=-\kappa C_LC_Re^{-\kappa d},\qquad -\chi_L\chi_R'=-\kappa C_LC_Re^{-\kappa d}.$$
The plane has dropped out, and (7) gives $M=-(\hbar^2\kappa/m_{ox})\,C_LC_R\,e^{-\kappa d}$. Insert $\hbar^2\kappa/m_{ox}=\hbar v_\kappa$ and $C_LC_R=2s/\sqrt{\Lambda_L\Lambda_R}$. $\square$

The sign of $M$ follows the chosen signs of the two states. With equal signs in the oxide it is negative, and the symmetric state of a doublet lies lower.

### Theorem 3: transmission

*Define $T_B=4\pi^2|M|^2\rho_L\rho_R$. Then*
$$T_B=g\,e^{-2\kappa d},\qquad g=\frac{16v_k^2v_\kappa^2}{(v_k^2+v_\kappa^2)^2},\qquad \frac{\Gamma}{\hbar}=\frac{v_k}{2\Lambda_L}T_B,\tag{12}$$
*and the transmission probability $T$ of a plane wave through the same barrier obeys*
$$\frac{T_B}{T}=1+(g-2)e^{-2\kappa d}+e^{-4\kappa d}.\tag{13}$$

*Proof.* Insert (11) and the two densities:
$$T_B=4\pi^2\,\frac{4\hbar^2v_\kappa^2s^2x^2}{\Lambda_L\Lambda_R}\,\frac{\Lambda_L\Lambda_R}{\pi^2\hbar^2v_k^2}=\frac{16v_\kappa^2s^2}{v_k^2}\,x^2=g\,x^2 .$$
Since $\Gamma=2\pi|M|^2\rho_R=T_B/(2\pi\rho_L)$, the rate in (12) follows. It is a number of attempts per unit time, $v_k/2\Lambda_L$, multiplied by $T_B$.

For $T$, let the wave to the right of the oxide have the value $\tau$ at $z=d$, and write $w=\hbar\chi'/m$, so that $w(d)=iv_k\tau$. In the oxide $\chi''=\kappa^2\chi$, hence
$$\chi(0)=\tau\cosh\kappa d-\frac{iv_k\tau}{v_\kappa}\sinh\kappa d,\qquad w(0)=iv_k\tau\cosh\kappa d-v_\kappa\tau\sinh\kappa d .$$
The incident amplitude, set to one, is $\frac12[\chi(0)+w(0)/(iv_k)]$. This gives
$$\frac1\tau=\cosh\kappa d+\frac i2\left(\frac1r-r\right)\sinh\kappa d .$$
With $\cosh^2=1+\sinh^2$ and $1+\frac14(1/r-r)^2=\frac14(r+1/r)^2=4/g$,
$$\frac1T=\frac1{|\tau|^2}=1+\frac4g\sinh^2\kappa d .$$
Multiply by $T_B=gx^2$ and use $4\sinh^2\kappa d=x^{-2}-2+x^2$. The result is (13). $\square$

Because $r+1/r\ge2$, the prefactor satisfies $g\le4$, with equality for $v_k=v_\kappa$. At $k_\parallel=0$ and energies near the barrier top, $x$ is no longer small and $T_B$ is not a usable probability. For a thick barrier its relative error is of order $e^{-2\kappa d}$.

### Proposition 1: check against the full wave equation

Lemma 2 used a restricted set of states. For this barrier its results can be recovered without that restriction. In the full problem the wave in the oxide next to the left film is $e^{-\kappa z}+\beta e^{\kappa z}$. At $z=0$ this changes the edge condition from $-v_\kappa$ to $-v_\kappa q$, with $q=(1-\beta)/(1+\beta)$. The derivation of (9) then gives
$$ka+\arctan r+\arctan\frac rq=n\pi .$$
For small $\beta$, $q\approx1-2\beta$, and the left side increases by $2\beta r/(1+r^2)$. Since its energy derivative is $\Lambda/(\hbar v_k)$ and $r/(1+r^2)=s\,v_\kappa/v_k$, the level moves by
$$\delta E=-\frac{2\hbar v_\kappa s}{\Lambda}\,\beta .\tag{14}$$

*Doublet.* For two equal films the wave is symmetric or antisymmetric about $z=d/2$, which means $\beta=+x$ or $\beta=-x$. Equation (14) gives $\delta E=\mp|M|$, as in Lemma 2(a).

*Decay.* If the right metal has no end, the wave there is outgoing, with $\hbar\chi'/(m\chi)=iv_k$ at $z=d$. With $\beta=x^2y$ this reads $-v_\kappa(1-y)/(1+y)=iv_k$, so
$$y=\frac{1+ir}{1-ir},\qquad \mathrm{Im}\,y=\frac{2r}{1+r^2}=\frac{2s\,v_\kappa}{v_k}.$$
The width is $\Gamma=-2\,\mathrm{Im}\,\delta E=8\hbar v_\kappa^2s^2x^2/(\Lambda_Lv_k)$. Inserting (11) and $\rho_R$ into (6) gives the same expression.

The doublet shift contains $x$ and the width contains $x^2$. In the first case the wave crosses the oxide once to meet its partner. In the second the factor $\beta$ describes a wave that crosses and returns.

### Worked example

The parameters are rough typical values for aluminium and thin silicon dioxide: Fermi energy 11.7 eV, barrier 3.2 eV above it, so $U=14.9$ eV, $m_{ox}=0.4\,m_e$, $d=2.5$ nm, and films of 10 nm. With $\hbar^2/m_e=0.0762$ eV nm$^2$ and $k_\parallel=0$, the highest level below the Fermi energy has $n=56$ and $E=11.561$ eV. Then
$$k=\sqrt{\frac{2\times11.561}{0.0762}}=17.42\ \mathrm{nm}^{-1},\qquad \kappa=\sqrt{\frac{2\times0.4\times3.339}{0.0762}}=5.921\ \mathrm{nm}^{-1}.$$
The velocities are $\hbar v_k=1.327$ eV nm and $\hbar v_\kappa=1.128$ eV nm, so $s=0.581$ and $\Lambda=10.25$ nm. With $e^{-\kappa d}=3.730\times10^{-7}$,
$$|M|=\frac{2\times1.128\times0.581\times3.730\times10^{-7}}{10.25}\ \mathrm{eV}=4.77\times10^{-8}\ \mathrm{eV}=7.64\times10^{-27}\ \mathrm J .$$
The splitting is $2|M|=9.53\times10^{-8}$ eV. The level density is $\rho=10.25/(\pi\times1.327)=2.459$ eV$^{-1}$, and
$$\Gamma=2\pi\,(4.766\times10^{-8})^2\times2.459\ \mathrm{eV}=3.51\times10^{-14}\ \mathrm{eV},$$
an escape time $\hbar/\Gamma$ of 19 ms. Numerical solutions of the full wave equation gave the same splitting and width to all printed digits.

Thinner oxides show the error, with the films and the level held fixed. At $d=0.5$ nm, where $e^{-2\kappa d}=2.7\times10^{-3}$, $2|M|$ exceeds the splitting by a fraction $6.5\times10^{-4}$, and (6) falls below the width by $3.0\times10^{-4}$. At 1.0 nm, where $e^{-2\kappa d}=7.2\times10^{-6}$, the fractions are $1.5\times10^{-6}$ and $1.1\times10^{-6}$.

### Current at small bias

Sum the golden-rule rate over both spins and over all pairs of states with equal $\mathbf k_\parallel$. Since $2\pi/\hbar=4\pi^2/h$, the combination $4\pi^2|M|^2\rho_L\rho_R=T_B$ appears. At low temperature and small bias the conductance per area is
$$G=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T_B(E_F,k_\parallel).\tag{15}$$
This assumes electrodes whose levels form a continuum. By (8), $k_\parallel dk_\parallel=\kappa\,d\kappa$ at fixed energy. With $g$ held at its value for $k_\parallel=0$, and $\kappa_0$ the decay constant there,
$$\int\frac{k_\parallel dk_\parallel}{2\pi}\,g\,e^{-2\kappa d}\approx\frac{\kappa_0}{4\pi d}\left(1+\frac1{2\kappa_0d}\right)T_B(E_F,0).$$
At the Fermi energy $\kappa_0=5.796$ nm$^{-1}$, $g=3.86$ and $T_B=1.00\times10^{-12}$. The leading term gives $1.43\times10^{-3}$ S/cm$^2$, and the full integral (15) gives $1.50\times10^{-3}$ S/cm$^2$. The bracket accounts for 3.5 of the 4.7 per cent between them. For thick electrodes the current density at 0.1 V is $1.5\times10^{-4}$ A/cm$^2$. The 10 nm films of the worked example do not form such a continuum, since their levels near the Fermi energy are about 0.4 eV apart at $k_\parallel=0$. At fixed energy, the exponential changes by a factor of ten for each 0.20 nm of oxide.

### The model beside a real oxide

A thickness of 2.5 nm lies in the range of thin tunnel oxides in charge-trap cells, but such a cell has a silicon channel and localized traps, and it is written at several volts. The current computed above is that of a simpler junction between thick metal electrodes, at an oxide field of 0.40 MV/cm, far below breakdown at roughly 10 MV/cm. Of the effects estimated here, the oxide dispersion is the largest. If 0.4 $m_e$ were the mass at the band edge, a two-band relation $\kappa^2=(2m_{ox}/\hbar^2)\phi(1-\phi/E_g)$, with $\phi=3.2$ eV and a rough gap $E_g=9$ eV, would raise the exponential factor about 300 times. The value 0.4 must therefore be read as an effective mass for tunnelling at this depth. The classical image force, taken with a fast relative permittivity of 2.2, with 3.2 eV as the barrier without it and with the potential cut off at the metal band bottom, raises the transmission about 20 times. This is a rough estimate that depends on the cut-off, since the classical form fails close to the metal. For an oxide thinner by 0.1 nm, the transmission at $k_\parallel=0$ is 3.2 times as large. At 0.1 V the tilt of the barrier and the spread of the electron energies below the Fermi energy together add 0.9 per cent to it. A temperature of 300 K adds 2 per cent to the conductance. The computed current may thus be wrong by more than a factor of ten. Current through oxide defects and the real band structure of aluminium are left out and have not been sized. 
The doublet and the escape time of the worked example belong to the one-electron model and would not be seen in real films. By (9), the level moves with film thickness at the rate $-\hbar v_kk/\Lambda=-2.26$ eV/nm, so a mismatch of $4\times10^{-8}$ nm between the films already detunes them by the whole splitting. The level lies 0.14 eV below the Fermi energy. In a right electrode with the same Fermi level the states at that energy are almost all filled, so 19 ms is the lifetime of a one-electron level and not a time in which the film loses charge. Scattering by phonons, excluded by (A1), broadens such a level by roughly tens of meV at room temperature, far more than either $2|M|$ or $\Gamma$.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
Fermi energy above band bottom: 11.7 eV
barrier above Fermi energy: 3.2 eV
oxide mass: 0.4 m_e
oxide thickness: 2.5 nm; each film: 10.0 nm
bias: 0.1 V; temperature: 300 K
hbar^2/m_e: 0.076200 eV nm^2
FILM LEVEL just below the Fermi energy, kpar = 0
level number n: 56
level energy: 11.56114 eV
k: 17.4196 1/nm; kappa: 5.9206 1/nm
hbar v_k: 1.3274 eV nm
hbar v_kappa: 1.1279 eV nm
edge weight s: 0.5807
effective length Lam: 10.2528 nm
exp(-kappa d): 3.7304e-07
matrix element |M|: 4.7662e-08 eV = 7.6363e-27 J
2|M|: 9.532392e-08 eV
exact doublet splitting: 9.532392e-08 eV
density of states rho: 2.4587 1/eV
rho from level spacings: 2.4589 1/eV
golden-rule width: 3.50934e-14 eV
exact decay width: 3.50934e-14 eV
escape time hbar/width: 1.876e-02 s
4 pi^2 M^2 rho^2: 5.42135e-13
transmission by matching: 5.42135e-13
RELATIVE ERRORS for thin oxides (splitting, width)
d = 0.5 nm: 6.52e-04, -3.01e-04; exp(-2 kappa d) = 2.68e-03
d = 1.0 nm: 1.45e-06, -1.07e-06; exp(-2 kappa d) = 7.20e-06
DETUNED TEST FILMS (1.0 and 1.3 nm, oxide 0.6 nm, kpar 3 1/nm)
E_L: 5.5721 eV; E_R: 7.4762 eV
energy form M: -1.12020e-03 eV
surface term at 0.1 nm: -2.10730e-03 eV
surface term at 0.5 nm: -1.40325e-03 eV
AT THE FERMI ENERGY
k: 17.5239 1/nm; kappa: 5.7962 1/nm
prefactor g: 3.8589
transmission, kpar = 0: 1.0004e-12
thickness per decade: 0.1986 nm
conductance per area: 1.4968e-03 S/cm^2
thick-barrier estimate: 1.4301e-03 S/cm^2
current density at bias: 1.4968e-04 A/cm^2
oxide field at bias: 0.40 MV/cm
NEGLECTED EFFECTS, factor on the current
image force (fast permittivity 2.2): 20.71
image lowering at mid-oxide: 0.181 eV
two-band oxide, gap 9.0 eV, same mass: 304
oxide thinner by 0.1 nm: 3.19
bias tilt and energy window: 1.0087
temperature: 1.0215
```
